# Why selected inversion alone does not supply Fock exchange

## Question

I have a semilocal electronic-structure code with a localized basis. It writes the density matrix as a sum over poles \((H-z_l)^{-1}\), factorizes each sparse matrix, and uses selected inversion to get the elements of the inverse. Energies agree with diagonalization, at a cost comparable to that of the factorization.

I now want Fock exchange. My reasoning is that selected inversion already gives me the density matrix, so I can contract it with the exchange integrals. If some elements are missing, they should be small, or I can add explicit zeros to the pattern of \(H\) and obtain them almost for free. Is this right?

## Answer

No. What you have is a correct part of the density matrix, chosen by the elimination and not by the size of the elements. The semilocal energy cannot detect the rest, but exchange can. Padding does supply the missing elements, at a price that can be large. Whether you must pay it depends on whether exchange enters the matrix you factorize.

I assume real orbitals, closed shells and a spin-summed density matrix \(P\).

### Which elements the energy terms need

Let the basis functions be \(\chi_i\) and the occupied orbitals \(\psi_a=\sum_i c_{ia}\chi_i\), so that \(P_{ij}=2\sum_a c_{ia}c_{ja}\). The density is

\[
n(\mathbf r)=\sum_{ij}P_{ij}\,\chi_i(\mathbf r)\chi_j(\mathbf r).
\]

An element \(P_{ij}\) matters here if \(\chi_i\) and \(\chi_j\) overlap. The band energy \(\sum_{ij}P_{ij}H_{ij}\) needs \(P\) on the pattern of \(H\). That explains your agreement with diagonalization.

Write \((ik|jl)\) for the Coulomb repulsion between the charge distributions \(\chi_i\chi_k\) and \(\chi_j\chi_l\). The exchange energy is

\[
E_x=-\sum_{ab}(ab|ab)
=-\sum_{ab}\sum_{ikjl}c_{ia}c_{kb}c_{ja}c_{lb}\,(ik|jl).
\]

The sum over \(a\) gives \(P_{ij}/2\) and the sum over \(b\) gives \(P_{kl}/2\). Hence

\[
E_x=-\tfrac14\sum_{ij}P_{ij}K_{ij},\qquad
K_{ij}=\sum_{kl}P_{kl}\,(ik|jl).
\]

The integral requires \(k\) near \(i\) and \(l\) near \(j\), but it does not require \(i\) near \(j\). The Coulomb matrix \(J_{ij}=\sum_{kl}P_{kl}(ij|kl)\) does contain the product \(\chi_i\chi_j\), and it vanishes with that product.

A half-filled chain of 12 s-type Gaussians, with orbitals from a model one-electron Hamiltonian, shows the difference. For two functions five sites apart the overlap is \(2.9\times10^{-20}\). The Coulomb element is \(1.8\times10^{-18}\) eV, while the exchange element is 0.070 eV. If \(P\) is cut beyond two sites, that exchange element shrinks to \(-3\times10^{-5}\) eV: it was carried by distant elements of \(P\).

### What the recurrence delivers

Let \(A=H-z\) be factorized as \(A=LDL^{T}\), with \(L\) unit lower triangular, and let \(Z=A^{-1}\). (If the basis functions have an overlap matrix \(S\), use \(A=H-zS\) and include the pattern of \(S\) in that of \(H\).) For complex \(z\) the matrix is symmetric, not Hermitian, so these are plain transposes. From \(LDL^TZ=1\) follows

\[
L^{T}Z=D^{-1}L^{-1}.
\]

The right side is lower triangular with diagonal elements \(1/d_j\). Let \(C_j\) be the set of rows below the diagonal where column \(j\) of \(L\) may be nonzero. Reading off row \(j\) gives

\[
Z_{jk}=-\sum_{m\in C_j}L_{mj}Z_{mk}\quad(k>j),\qquad
Z_{jj}=\frac1{d_j}-\sum_{m\in C_j}L_{mj}Z_{mj}.
\]

One works from the last index back to the first. Suppose \(k\in C_j\). The recurrence then needs \(Z_{mk}\) with both \(m\) and \(k\) in \(C_j\). Eliminating \(j\) subtracts \(L_{mj}d_jL_{kj}\) from element \((m,k)\), so every such pair belongs to the filled pattern and has already been computed. The filled pattern of \(L+L^T\) is therefore closed under the recurrence.

With \(c_j=|C_j|\), the work is \(\sum_j c_j(c_j+1)\) multiplications. For \(k\notin C_j\) there is no such guarantee: the required \(Z_{mk}\) may never have been computed.

So you receive the pattern of \(H\) plus the fill. Summing over poles does not enlarge this set, because every pole has the same pattern.

### A lattice where the loss can be measured

Take a \(16\times16\) open square lattice with one orthonormal orbital per site, \(N=256\), nearest-neighbour hopping \(t=1\) eV, staggered site energies \(\pm\Delta=\pm1\) eV, and half filling. These are round model parameters.

The hopping part \(T\) connects opposite sublattices, so it anticommutes with the staggered part, and \(H^2=T^2+\Delta^2\). Since \(\|T\|\le4t\), all levels satisfy \(\Delta\le|h|\le\sqrt{\Delta^2+16t^2}\). With the chemical potential at zero,

\[
P=1-\operatorname{sign}(H)
=1-\frac2\pi\int_0^\infty \mathrm{Re}\,(H-iy)^{-1}\,dy ,
\]

because \(\mathrm{Re}\,(h-iy)^{-1}=h/(h^2+y^2)\), whose integral over \(y\) is \((\pi/2)\operatorname{sign}h\).

Put \(y=s\tan\theta\) and use the \(n\) midpoints \(\theta_l=(l-\tfrac12)\pi/(2n)\). Since \(dy=s\,d\theta/\cos^2\theta\), the weights are \(w_l=s/(n\cos^2\theta_l)\). For \(h>0\) and \(q=(s-h)/(s+h)\), the quantity being averaged is

\[
\frac{sh}{h^2\cos^2\theta+s^2\sin^2\theta}
=\frac{1-q^2}{1+q^2-2q\cos2\theta}
=1+2\sum_{k\ge1}q^k\cos2k\theta .
\]

The midpoint average removes every cosine except those with \(k=2nj\), which give \((-1)^j\). With \(x=q^{2n}\) the sum is

\[
1+2\sum_{j\ge1}(-x)^j=\frac{1-x}{1+x}
\]

instead of 1, an error of \(2x/(1+x)\). Negative \(h\) follows by oddness. The choice \(s=\sqrt{h_{\min}h_{\max}}=2.03\) eV balances the two ends of the spectrum, and 12 poles give an error bound of \(1.1\times10^{-11}\) on any element of \(P\), apart from rounding. If the gap closes, \(|q|\) at the ends approaches 1 and more poles are needed.

The delivered elements agree with diagonalization to \(1.8\times10^{-12}\), and both routes give a band energy of \(-1.98075\) eV per site. Nothing is wrong with the selected inversion itself.

Yet of 32640 site pairs, \(H\) contains 480 and a minimum-degree elimination delivers 1923. Counting distance in lattice steps, 45% of the pairs at distance 2 and 15% of those at distance 4 are delivered. Eliminating row by row changes these shares to 48% and 24%, and each order delivers some pairs that the other omits. The largest missing element has magnitude 0.165, at distance 2. Missing means unknown, not zero.

There is a useful check. For an orthonormal basis \(P/2\) is a projector, so \(P^2=2P\), and its diagonal reads

\[
\sum_jP_{ij}^2=2P_{ii}.
\]

At a central site with energy \(+\Delta\) the right side is 0.784, while the sum over the pattern of \(H\) is 0.656. The deficit, 0.128, is 16% of the full value. At a neighbouring site with energy \(-\Delta\), the deficit is equally large but only 4% of the full value, because \(P_{ii}\) is larger there.

For exchange, use zero differential overlap, \((ik|jl)=\delta_{ik}\delta_{jl}v_{ij}\). Then \(K_{ij}=P_{ij}v_{ij}\) and

\[
E_x=-\tfrac14\sum_{ij}P_{ij}^2v_{ij},\qquad
v_{ij}=\frac{U}{\sqrt{1+r_{ij}^2/a^2}},
\]

with \(U=4\) eV and lattice constant \(a\). The full result is \(-1.788\) eV per site. Keeping the pattern of \(H\) leaves an error of \(+56\) meV per site, or 3.1% of the full exchange energy. Keeping everything delivered leaves \(+37\) meV. The errors are positive because every omitted term is negative or zero.

### What padding costs

Now declare all pairs within \(R\) lattice steps to be part of the pattern. In a fixed elimination order, a larger starting pattern produces a filled pattern that contains the old one, since each elimination connects at least the same pairs. Fill and work therefore cannot decrease. Nor can the minimum over all orders: the best order for the padded matrix, applied to the unpadded one, already does at least as well.

There is a second route if \(H\) itself remains sparse. The padded zeros do not change the true \(L\). You can keep that sparse \(L\) and enlarge only the set of inverse elements, adding whatever the recurrence calls for until the set is closed. If \(J_j\) is the set of later partners of \(j\) in this closed set, the work is \(\sum_jc_j(|J_j|+1)\), with the small \(c_j\) of the unpadded factor.

In the same order, the closed set fits inside the padded filled pattern. Indeed, if \(k\) is in the padded \(C_j\), then so is every \(m\) in the sparse \(C_j\), and the pair \((m,k)\) is in the padded pattern by the argument above.

A nearest-neighbour chain in natural order makes the difference explicit. Padding gives \(c_j=R\) except near the end, so the work is

\[
(N-R)R(R+1)+\tfrac13(R-1)R(R+1)\approx NR^2
\quad(N\gg R\gg1).
\]

The sparse factor has one off-diagonal element per column, and the work is

\[
(N-R)R+\tfrac12R(R-1)+N-1\approx NR .
\]

For \(N=60\), \(R=5\) these are \(1650+40=1690\) and \(275+10+59=344\) multiplications.

For the square lattice, the table gives inversion work in thousands of multiplications per pole. Each padded matrix has its own minimum-degree order; the sparse factor keeps the order found for \(H\).

| \(R\) | Padded fill | Padded work | Sparse-\(L\) work | \(E_x\) error, meV/site |
|---:|---:|---:|---:|---:|
| 1 | 1923 | 23 | 23 | 55.7 |
| 2 | 5464 | 153 | 47 | 24.8 |
| 3 | 8735 | 373 | 50 | 5.3 |
| 4 | 11170 | 611 | 61 | 2.5 |
| 6 | 16116 | 1281 | 81 | 0.4 |
| 30 | 32640 | 5592 | 172 | 0 |

Going from \(R=1\) to \(R=4\) multiplies the fill by 5.8 and the padded work by 26, but the sparse-factor work by 2.6. Both routes reproduce \(P\) within \(R=4\) to \(1.8\times10^{-12}\). Factorization adds 306 thousand multiplications with padding and 12 thousand without, so the totals at \(R=4\), summed before rounding, are 917 and 72 thousand.

The last row is the dense limit, where padding costs \((N-1)N(N+1)/3\) multiplications. On this small lattice, computing the whole inverse from the sparse factor is cheaper than padding to \(R=3\). The advantage must eventually disappear as the lattice grows: the whole inverse has \(N^2\) elements, while at fixed \(R\) the padded work grows asymptotically only as \(N^{3/2}\) with a good elimination order, such as nested dissection. These are operation counts, not run times.

### When exchange enters the factorized matrix

The sparse-factor route suits exchange evaluated once, from the density matrix of a semilocal \(H\). In a self-consistent hybrid calculation, the Hamiltonian contains \(-\tfrac12K\), multiplied by the fraction of exchange. If you factorize this Hamiltonian directly, its distant elements are no longer padded zeros.

I checked this at one pole by adding the full \(-\tfrac12K\), truncated at \(R=3\), to the lattice Hamiltonian. The padded factor has 8735 off-diagonal places. With \(H\) alone, 3030 of them exceed \(10^{-14}\) in magnitude; with exchange added, all 8735 do. An exact factorization of that matrix in this order has to carry the full fill. Many of these entries are small, but dropping them would be a further approximation whose error you would have to control. In return, selected inversion then delivers \(P\) at every pair within the chosen exchange range. That is enough for this lattice model. With overlapping basis functions, \(K_{ij}\) at the edge of the range also needs \(P_{kl}\) somewhat beyond it, so the pattern must be correspondingly wider.

For your code, first decide how far exchange must reach, by increasing \(R\) until \(E_x\) stays within your tolerance over several successive steps. One quiet step is not enough. In the lattice model \(\operatorname{sign}(H)=H/\sqrt{T^2+\Delta^2}\), and its elements between sites of the same sublattice are those of \(\pm\Delta\,(T^2+\Delta^2)^{-1/2}\). For \(\Delta\ll t\) this operator is small on all eigenvectors of \(T\) except those with eigenvalue near zero, where it is close to 1. The open \(16\times16\) lattice has 16 exact zero modes, so these elements shrink but do not vanish: the largest falls from 0.165 at \(\Delta=1\) eV to 0.089 at \(\Delta=0.01\) eV. A step to an even \(R\) may therefore change little although the next odd one still matters: at \(\Delta=0.01\) eV the step to \(R=4\) changes \(E_x\) by 2.0 meV per site and the step to \(R=5\) by 14.6 meV. A screened interaction shortens that range, since pairs with negligible \(v_{ij}\) drop out of the energy. For one-shot exchange, keep \(L\) sparse and close the wanted set. For self-consistent exchange with direct factorization of the full Hamiltonian, budget for the factor of the wider matrix. The numerical output below lists the full counts and more digits of the errors.

## Numbers as computed

```
Gaussian chain: 12 functions, exponent 0.4 bohr^-2, spacing 3.0 bohr
pair 5 sites apart: overlap 2.86e-20, P 0.03757
  Coulomb element J  1.77e-18 eV
  exchange element K 0.06981 eV
  K with P cut beyond 2 sites -3.31e-05 eV
lattice 16 x 16, N = 256, hopping 1.0 eV, site energies +-1.0 eV, U 4.0 eV
gap 2.0000 eV
poles 12, scale s 2.0305 eV, error bound 1.14e-11
largest error of delivered P elements 1.83e-12
band energy, selected inversion -1.98075058 eV per site
band energy, diagonalization    -1.98075058 eV per site
pairs: all 32640, in H 480, delivered 1923
distance 2: delivered 45.4 % (minimum degree), 48.4 % (row order)
distance 4: delivered 14.6 % (minimum degree), 24.1 % (row order)
distance 6: delivered 7.1 % (minimum degree), 15.8 % (row order)
largest missing |P| 0.16532 at distance 2
central site: 2 P_ii 0.78426, sum of P_ij^2 over H pattern 0.65624
exchange energy, all pairs -1.788055 eV per site
  error, H pattern only    55.652 meV per site
  error, delivered pattern 36.620 meV per site
columns: R | wanted pairs | padded fill | factor work |
  padded inversion work | sparse-factor work | E_x error meV/site
  1    480   1923    11558    23116    23116    55.6520
  2   1378   5464    76626   153252    47282    24.7824
  3   2634   8735   186410   372820    50468     5.3444
  4   4190  11170   305720   611440    60756     2.5285
  6   7980  16116   640289  1280578    81365     0.3760
 30  32640  32640  2796160  5592320   171671     0.0000
R = 4 over R = 1: fill x 5.81, padded work x 26.45, sparse-factor work x 2.63
R = 4 errors of P: padded 1.83e-12, sparse factor 1.83e-12
R = 4, padded order: closed set 10313 pairs, padded fill 11170
chain N = 60, R = 5: padded work 1690, sparse-factor work 344
R = 3 padded factor: 8735 places, nonzero for H 3030, for H plus exchange 8735
```
